# Ewald dynamical matrix and Kohn's sum rule for a Coulomb lattice: verification in Python

```python
# Result under test: for identical ions (charge Q, mass M) on a Bravais lattice
# in a rigid uniform neutralizing background, the Ewald dynamical matrix D(q)
# has trace omega_p^2 = Q^2/(eps0 M Omega) for every q off the reciprocal lattice.
# Symbols: Omega = cell volume, eta = Ewald splitting parameter, a = cubic edge,
# kappa = inverse screening length of a responding background.
# Lengths are in units of a and D in units of omega_p^2 unless a unit is printed.
import numpy as np
from scipy import constants as const
from scipy.special import erfc

PI = np.pi
EYE = np.eye(3)
span = np.arange(-6, 7)
INTEGERS = np.array(np.meshgrid(span, span, span)).reshape(3, -1).T
NONZERO = INTEGERS[np.any(INTEGERS != 0, axis=1)]

cells = {
    "sc": np.eye(3),
    "bcc": 0.5 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]]),
    "fcc": 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]),
    "triclinic": np.array([[1, 0, 0], [0.2, 1.1, 0], [0.3, -0.1, 0.9]]),
}


def reciprocal(cell):
    return 2 * PI * np.linalg.inv(cell).T


def ewald_parts(cell, q, eta):
    """Reciprocal-space and real-space parts of D(q)/omega_p^2."""
    volume = abs(np.linalg.det(cell))
    G = NONZERO @ reciprocal(cell)
    K = INTEGERS @ reciprocal(cell) + q
    G2, K2 = np.sum(G**2, axis=1), np.sum(K**2, axis=1)
    recip = (K * (np.exp(-K2 / (4 * eta**2)) / K2)[:, None]).T @ K
    recip -= (G * (np.exp(-G2 / (4 * eta**2)) / G2)[:, None]).T @ G
    R = NONZERO @ cell
    r = np.linalg.norm(R, axis=1)
    gauss = np.exp(-(eta * r)**2) / np.sqrt(PI)
    first = -erfc(eta * r) / r**2 - 2 * eta * gauss / r
    second = (2 * erfc(eta * r) / r**3 + 4 * eta * gauss / r**2
              + 4 * eta**3 * gauss)
    phase = 1 - np.cos(R @ q)
    real = (R * (phase * (second - first / r) / r**2)[:, None]).T @ R
    real += EYE * np.sum(phase * first / r)
    return recip, real * volume / (4 * PI)


def ewald(cell, q, eta=1.8):
    return sum(ewald_parts(cell, q, eta))


bcc = cells["bcc"]
omega_cell = abs(np.linalg.det(bcc))
q_general = 2 * PI * np.array([0.5, 0.3, 0.1])
D_general = ewald(bcc, q_general)

# Trace at random wavevectors and independence of eta, four lattices
rng = np.random.default_rng(7)
trace_error = eta_error = 0.0
for cell in cells.values():
    for fraction in rng.uniform(-0.5, 0.5, (12, 3)):
        q = fraction @ reciprocal(cell)
        D1, D2 = ewald(cell, q, 1.8), ewald(cell, q, 3.0)
        trace_error = max(trace_error, abs(np.trace(D1) - 1))
        eta_error = max(eta_error, np.max(abs(D1 - D2)))
assert trace_error < 1e-10 and eta_error < 1e-10

# Bare Coulomb force constants plus the curvature of a background ball
axis = np.arange(-40, 41)
cube = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T.astype(float)
sites = np.vstack([cube, cube + 0.5])
site_r2 = np.sum(sites**2, axis=1)
keep = (site_r2 > 0.01) & (site_r2 < 1600)
sites, distance = sites[keep], np.sqrt(site_r2[keep])


def pair_sum(q, kappa=0.0, cutoff=None):
    """Sum of (1-cos q.R) times the Hessian of exp(-kappa r)/r."""
    x = kappa * distance
    weight = (1 - np.cos(sites @ q)) * np.exp(-x)
    if cutoff is not None:
        weight = weight * np.exp(-(distance / cutoff)**2)
    radial = weight * (3 + 3 * x + x**2) / distance**5
    total = (sites * radial[:, None]).T @ sites
    total -= EYE * np.sum(weight * (1 + x) / distance**3)
    return total * omega_cell / (4 * PI)


cutoffs = np.array([5.0, 6.5, 8.0])
inverse2 = 1 / cutoffs**2
D_direct = np.zeros((3, 3))
for i, length in enumerate(cutoffs):
    others = np.delete(inverse2, i)
    extrapolation = np.prod(others / (others - inverse2[i]))
    D_direct += extrapolation * (EYE / 3 + pair_sum(q_general, cutoff=length))
direct_error = np.max(abs(D_direct - D_general))
assert direct_error < 1e-5

# Energy of a two-ion supercell, ions displaced oppositely: the point N
supercell = bcc * np.array([[1], [1], [2]])
super_volume = abs(np.linalg.det(supercell))
super_R = INTEGERS @ supercell
super_G = NONZERO @ reciprocal(supercell)
super_G2 = np.sum(super_G**2, axis=1)


def interaction(separation, eta=1.8):
    r = np.linalg.norm(super_R + separation, axis=1)
    wave = np.exp(-super_G2 / (4 * eta**2)) / super_G2
    return (np.sum(erfc(eta * r) / r) + 4 * PI / super_volume
            * np.sum(wave * np.cos(super_G @ separation)))


step = 1e-3
hessian = np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        for si in (1, -1):
            for sj in (1, -1):
                shift = step * (si * EYE[i] + sj * EYE[j])
                hessian[i, j] += si * sj * interaction(bcc[2] + shift)
hessian /= 4 * step**2
# Each ion moves by u, so the separation changes by 2u; two ions share the energy.
D_frozen = 2 * hessian * omega_cell / (4 * PI)
q_N = reciprocal(bcc)[2] / 2
frozen_error = np.max(abs(D_frozen - ewald(bcc, q_N)))
assert frozen_error < 1e-5

# Long waves: D tends to the longitudinal projector, corrections go as q^2
direction = np.array([1.0, 2.0, 2.0]) / 3
deviation = []
for size in (0.01, 0.02):
    D_small = ewald(bcc, 2 * PI * size * direction)
    deviation.append(np.linalg.norm(D_small - np.outer(direction, direction)))
deviation_ratio = deviation[1] / deviation[0]
assert deviation[0] < 1e-3 and abs(deviation_ratio - 4) < 0.04

# Cubic symmetry at H, and signs of the squared frequencies on a grid
q_H = 2 * PI * np.array([1.0, 0.0, 0.0])
assert np.allclose(ewald(bcc, q_H), EYE / 3, atol=1e-10)
lowest = {}
grid = np.array(np.meshgrid(*[np.arange(6) / 6] * 3)).reshape(3, -1).T[1:]
grid = grid[np.any(grid != 0, axis=1)]
grid = np.where(grid > 0.5, grid - 1, grid)
for name in ("sc", "bcc", "fcc"):
    B = reciprocal(cells[name])
    lowest[name] = min(np.linalg.eigvalsh(ewald(cells[name], f @ B))[0]
                       for f in grid)
assert lowest["sc"] < -1e-3 and lowest["bcc"] > 0 and lowest["fcc"] > 0
sc_X = np.linalg.eigvalsh(ewald(cells["sc"], np.array([PI, 0, 0])))
assert sc_X[0] < 0 and abs(sc_X.sum() - 1) < 1e-10

# A responding background destroys the rule
kappas = (0.5, 1.0, 2.0)
screened = [np.trace(pair_sum(q_general, k)) for k in kappas]
q_long = 2 * PI * 0.01 * direction
screened_long = np.trace(pair_sum(q_long, 2.0))
assert 1 > screened[0] > screened[1] > screened[2] > 0
assert screened[0] > 0.97 and screened_long < 0.01

# Worked example with round model parameters
edge = 0.4e-9
charge = const.e
mass = 10 * const.atomic_mass
density = 2 / edge**3
plasma = np.sqrt(density * charge**2 / (const.epsilon_0 * mass))
plasma_THz = plasma / (2 * PI) / 1e12

print("bcc model: a = %.2f nm, Q = 1 e, M = %.1f u"
      % (edge * 1e9, mass / const.atomic_mass))
print("ion density = %.4e m^-3" % density)
print("plasma angular frequency = %.4e rad/s" % plasma)
print("plasma frequency omega_p/2pi = %.4f THz" % plasma_THz)
print("general q in 2pi/a:", np.round(q_general / (2 * PI), 3))
print("D/omega_p^2 at general q, Ewald, rows:")
for row in D_general:
    print("  %10.6f %10.6f %10.6f" % tuple(row))
print("same from bare Coulomb sum plus background ball, rows:")
for row in D_direct:
    print("  %10.6f %10.6f %10.6f" % tuple(row))
print("largest difference of the two = %.1e" % direct_error)
for eta in (1.8, 3.0):
    recip, real = ewald_parts(bcc, q_general, eta)
    print("eta a = %.1f: traces/omega_p^2 recip %.6f, real %.6f, sum %.6f"
          % (eta, np.trace(recip), np.trace(real), np.trace(recip + real)))
points = {"general": q_general, "N": q_N, "H": q_H,
          "small": 2 * PI * 0.1 * direction}
print("small q in 2pi/a:", np.round(points["small"] / (2 * PI), 5))
print("N in 2pi/a:", np.round(q_N / (2 * PI), 3),
      " H in 2pi/a:", np.round(q_H / (2 * PI), 3))
for name, q in points.items():
    squares = np.linalg.eigvalsh(ewald(bcc, q))
    assert squares[0] > 0
    print("%s: omega^2/omega_p^2 = %.6f %.6f %.6f, sum %.6f"
          % (name, *squares, squares.sum()))
    print("   frequencies = %.4f %.4f %.4f THz"
          % tuple(plasma_THz * np.sqrt(squares)))
print("N: Ewald matrix minus supercell energy Hessian, max = %.1e"
      % frozen_error)
print("random q, 4 lattices: max |trace/omega_p^2 - 1| = %.1e" % trace_error)
print("random q, 4 lattices: max change of D with eta = %.1e" % eta_error)
print("|D/omega_p^2 - projector| at |q| = 0.01 (2pi/a): %.3e" % deviation[0])
print("its growth when |q| is doubled: factor %.4f" % deviation_ratio)
for name, value in lowest.items():
    print("%s: lowest omega^2/omega_p^2 on grid = %.6f" % (name, value))
print("sc at (0.5,0,0) 2pi/a: omega^2/omega_p^2 = %.6f %.6f %.6f"
      % tuple(sc_X))
for k, value in zip(kappas, screened):
    print("screened, kappa a = %.1f, general q: trace/omega_p^2 = %.6f"
          % (k, value))
print("screened, kappa a = 2.0, |q| = 0.01 (2pi/a): trace/omega_p^2 = %.6f"
      % screened_long)
print("tests ok")
```

Running it gives:

```
bcc model: a = 0.40 nm, Q = 1 e, M = 10.0 u
ion density = 3.1250e+28 m^-3
plasma angular frequency = 7.3865e+13 rad/s
plasma frequency omega_p/2pi = 11.7559 THz
general q in 2pi/a: [0.5 0.3 0.1]
D/omega_p^2 at general q, Ewald, rows:
    0.509591   0.350062   0.087634
    0.350062   0.338201   0.018592
    0.087634   0.018592   0.152208
same from bare Coulomb sum plus background ball, rows:
    0.509591   0.350062   0.087634
    0.350062   0.338201   0.018592
    0.087634   0.018592   0.152208
largest difference of the two = 6.5e-08
eta a = 1.8: traces/omega_p^2 recip 0.473669, real 0.526331, sum 1.000000
eta a = 3.0: traces/omega_p^2 recip 0.975195, real 0.024805, sum 1.000000
small q in 2pi/a: [0.03333 0.06667 0.06667]
N in 2pi/a: [0.5 0.5 0. ]  H in 2pi/a: [1. 0. 0.]
general: omega^2/omega_p^2 = 0.047291 0.158310 0.794399, sum 1.000000
   frequencies = 2.5565 4.6775 10.4779 THz
N: omega^2/omega_p^2 = 0.017264 0.120321 0.862415, sum 1.000000
   frequencies = 1.5446 4.0778 10.9173 THz
H: omega^2/omega_p^2 = 0.333333 0.333333 0.333333, sum 1.000000
   frequencies = 6.7873 6.7873 6.7873 THz
small: omega^2/omega_p^2 = 0.001364 0.004346 0.994290, sum 1.000000
   frequencies = 0.4342 0.7750 11.7223 THz
N: Ewald matrix minus supercell energy Hessian, max = 1.4e-06
random q, 4 lattices: max |trace/omega_p^2 - 1| = 3.3e-15
random q, 4 lattices: max change of D with eta = 8.3e-15
|D/omega_p^2 - projector| at |q| = 0.01 (2pi/a): 7.420e-05
its growth when |q| is doubled: factor 4.0002
sc: lowest omega^2/omega_p^2 on grid = -0.092691
bcc: lowest omega^2/omega_p^2 on grid = 0.004047
fcc: lowest omega^2/omega_p^2 on grid = 0.011507
sc at (0.5,0,0) 2pi/a: omega^2/omega_p^2 = -0.052118 -0.052118 1.104236
screened, kappa a = 0.5, general q: trace/omega_p^2 = 0.977160
screened, kappa a = 1.0, general q: trace/omega_p^2 = 0.913034
screened, kappa a = 2.0, general q: trace/omega_p^2 = 0.708697
screened, kappa a = 2.0, |q| = 0.01 (2pi/a): trace/omega_p^2 = 0.000968
tests ok
```
